\section*{One-photon exchange in a rectangular Wilson loop and its gauge dependence}

\section*{Problem}

Two static charges, $+e$ and $-e$, are held at a distance $R$ in a world of free photons. Work in Euclidean space with $\hbar=c=1$ and $\alpha=e^2/4\pi$. The charges are represented by the Wilson loop
\[
W=\Big\langle \exp\Big(ie\oint A_\mu\,dx_\mu\Big)\Big\rangle ,
\]
taken around a rectangle whose long sides, of length $T$, run along the Euclidean time $x_4$ and whose short sides have length $R$. The long side at the position of the charge $+e$ is traversed forward in time. The other is traversed backward, which reverses the sign of its coupling and so represents $-e$. The photon propagator in a covariant gauge with finite parameter $\xi$ is
\[
D_{\mu\nu}(k)=\frac{1}{k^2}\Big[\delta_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\Big].
\]

\begin{enumerate}
\item[(a)] Find $D_{\mu\nu}$ in position space.
\item[(b)] Compute the contribution $L_\xi$ to $\ln W$ from one photon exchanged between the two long sides, at finite $T$.
\item[(c)] Extract the potential $V(R)=-\lim_{T\to\infty}L_\xi/T$ at fixed $R$. What becomes of $\xi$?
\item[(d)] At finite $T$, what happens to the gauge term when all pairs of sides are added?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The photon field is Gaussian, so the average of an exponential linear in $A$ is the exponential of half its quadratic average.
\item In position space, $k_\mu k_\nu$ becomes two derivatives. Keep them as derivatives; do not carry them out before integrating along the sides.
\item An integrand depending on $t-s$ alone reduces a double time integral to a single one.
\item For (d), list the corners of the loop. Each is the end of one side and the start of the next.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The propagator in position space}

The function $\int\frac{d^4k}{(2\pi)^4}e^{ikx}/k^2$ solves $-\partial^2 f=\delta^4(x)$. The unit sphere in four dimensions has area $2\pi^2$, so the flux condition $-2\pi^2r^3f'(r)=1$ gives $f=1/(4\pi^2x^2)$ with $x^2=r^2$.

For the second term define $G(x)=\int\frac{d^4k}{(2\pi)^4}e^{ikx}/k^4$. This integral diverges logarithmically at small $k$, but the divergence is a constant independent of $x$, and below $G$ enters through derivatives or differences. It satisfies
\[
-\partial^2G=\frac{1}{4\pi^2x^2}
\quad\Longrightarrow\quad
\frac{1}{r^3}\big(r^3G'\big)'=-\frac{1}{4\pi^2r^2}
\quad\Longrightarrow\quad
r^3G'=-\frac{r^2}{8\pi^2}+c .
\]
A nonzero $c$ would add a multiple of $1/r^2$ to $G$, and hence a delta function at the origin to $\partial^2G$, which is not there. So $c=0$ and
\[
G(x)=-\frac{\ln x^2}{16\pi^2}+\text{const}.
\]
Since $\partial_\mu\partial_\nu e^{ikx}=-k_\mu k_\nu e^{ikx}$, the term $-(1-\xi)k_\mu k_\nu/k^4$ turns into $+(1-\xi)\partial_\mu\partial_\nu G$:
\begin{equation}
D_{\mu\nu}(x)=\frac{\delta_{\mu\nu}}{4\pi^2x^2}+(1-\xi)\,\partial_\mu\partial_\nu G(x).
\label{D}
\end{equation}
Carrying out the derivatives with $\partial_\mu\partial_\nu\ln x^2=2\delta_{\mu\nu}/x^2-4x_\mu x_\nu/x^4$ gives the explicit form
\[
D_{\mu\nu}(x)=\frac{1}{4\pi^2}\Big[\frac{1+\xi}{2}\,\frac{\delta_{\mu\nu}}{x^2}+(1-\xi)\frac{x_\mu x_\nu}{x^4}\Big].
\]

\subsection*{(b) Exchange between the long sides}

For a Gaussian field of zero mean, $\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}$ when $X$ is linear in the field. With $X=e\oint A_\mu dx_\mu$,
\begin{equation}
\ln W=-\frac{e^2}{2}\oint\!\!\oint dx_\mu\,dy_\nu\,D_{\mu\nu}(x-y).
\label{lnW}
\end{equation}
No higher orders in $e$ follow, because there is no dynamical charged matter. With such matter the photons would interact, and (\ref{lnW}) would be the leading order.

The pair of long sides occurs twice in (\ref{lnW}), once in each order. The sides are traversed in opposite directions, so $dx_4\,dy_4=-dt\,ds$. The prefactor becomes $-\frac{e^2}{2}\cdot2\cdot(-1)=+e^2$:
\[
L_\xi=e^2\int_0^Tdt\int_0^Tds\,D_{44}(t-s,R).
\]

\paragraph{The $\delta_{\mu\nu}$ part.} In the square $0<t,s<T$, the line $t-s=\tau$ has weight $T-|\tau|$. For an even function $f$ this gives $\iint f(t-s)=2\int_0^T(T-\tau)f(\tau)\,d\tau$. With $e^2/4\pi^2=\alpha/\pi$,
\begin{align}
L_{\delta}&=\frac{2\alpha}{\pi}\int_0^T\frac{T-\tau}{\tau^2+R^2}\,d\tau
=\frac{2\alpha}{\pi}\Big[\frac TR\arctan\frac TR-\frac12\ln\Big(1+\frac{T^2}{R^2}\Big)\Big].
\label{Ld}
\end{align}

\paragraph{The gauge part.} Here $D_{44}$ contains $\partial_\tau^2G(\tau,R)$ at $\tau=t-s$. Because $\partial_t=\partial_\tau$ and $\partial_s=-\partial_\tau$, we have $\partial_\tau^2G=-\partial_t\partial_sG(t-s,R)$. Both integrals are now integrals of total derivatives:
\begin{align*}
L_{\rm g}&=-e^2(1-\xi)\int_0^Tdt\int_0^Tds\,\partial_t\partial_sG(t-s,R)\\
&=-e^2(1-\xi)\big[G(0,R)-G(T,R)-G(-T,R)+G(0,R)\big]\\
&=-2e^2(1-\xi)\big[G(0,R)-G(T,R)\big].
\end{align*}
The four terms are the four pairings of an end of one side with an end of the other. The interior of the sides has dropped out. Inserting $G(0,R)-G(T,R)=\frac{1}{16\pi^2}\ln(1+T^2/R^2)$ and $e^2=4\pi\alpha$,
\begin{equation}
L_{\rm g}=-(1-\xi)\frac{\alpha}{2\pi}\ln\Big(1+\frac{T^2}{R^2}\Big).
\label{Lg}
\end{equation}
The logarithm in (\ref{Ld}) has coefficient $-\alpha/\pi=-2\alpha/2\pi$. Adding (\ref{Lg}) makes the total coefficient $-(3-\xi)\alpha/2\pi$, and
\begin{equation}
L_\xi=\alpha\Big[\frac{2T}{\pi R}\arctan\frac TR-\frac{3-\xi}{2\pi}\ln\Big(1+\frac{T^2}{R^2}\Big)\Big].
\label{L}
\end{equation}

\subsection*{(c) The potential}

With $\arctan(T/R)=\pi/2-\arctan(R/T)$,
\[
-\frac{L_\xi}{T}=-\frac{\alpha}{R}+\frac{2\alpha}{\pi R}\arctan\frac RT+\frac{(3-\xi)\alpha}{2\pi T}\ln\Big(1+\frac{T^2}{R^2}\Big).
\]
For $T\to\infty$ at fixed $R$ and $\xi$, the second term falls as $1/T$ and the third as $\ln(T/R)/T$. Hence
\begin{equation}
V(R)=-\frac{\alpha}{R}\qquad\text{for every finite }\xi .
\label{V}
\end{equation}
This is the attraction of two opposite charges. The gauge term is a fixed function of the end points that grows as $\ln T$, whereas an energy must show up as a term proportional to $T$.

The order of limits matters. For $T\ll R$, expanding (\ref{L}) to second order in $T/R$ gives
\[
L_\xi\simeq\alpha\,\frac{T^2}{R^2}\Big[\frac2\pi-\frac{3-\xi}{2\pi}\Big]=\frac{(1+\xi)\,\alpha T^2}{2\pi R^2}.
\]
This is gauge dependent at leading order and is not proportional to $T$, so no potential can be read from it. The sides must be long compared with their separation.

\paragraph{Numbers.} The estimate $-L_\xi/T$, in units of $\alpha/R$, behaves as follows.
\begin{center}
\begin{tabular}{rccc}
$T/R$ & $\xi=0$ & $\xi=1$ & $\xi=3$\\
$10$ & $-0.716$ & $-0.790$ & $-0.937$\\
$100$ & $-0.950$ & $-0.964$ & $-0.994$\\
$10^4$ & $-0.99906$ & $-0.99935$ & $-0.99994$
\end{tabular}
\end{center}
At $\xi=3$ the logarithm in (\ref{L}) is absent, which is why that column converges fastest. At $T/R=10$ the step from $\xi=3$ to $\xi=1$ should be $\frac{2}{2\pi}\cdot\frac{1}{10}\ln101=0.147$, and the table gives $0.937-0.790=0.147$. The column $\xi=1$ has no gauge term at all and still differs from the limit $-\alpha/R$ by 21\% of that limit at $T/R=10$. The $\delta_{\mu\nu}$ part therefore has end effects of its own.

For $R=0.1$~nm, restoring $\hbar c$ in (\ref{V}) gives $V=-\alpha\hbar c/R=-14.40$~eV.

\subsection*{(d) All pairs of sides}

At finite $T$ the exchange between the long sides depends on $\xi$, yet $W$ is gauge invariant. The other pairs must compensate. A side paired with itself, or with its neighbour at a corner, involves $G$ at zero distance, so a short-distance regulator $a$ is needed. Replace $x^2$ by $x^2+a^2$ both in $1/(4\pi^2x^2)$ and in $G$. The gauge term remains a double gradient, and the argument needs nothing more.

Let side $p$ run from $A_p$ to $B_p$, and side $q$ from $A_q$ to $B_q$. As in (b), one derivative changes sign when it is written as a derivative with respect to $y$. The ordered pair $(p,q)$ then contributes to $\ln W$
\begin{align}
g_{pq}&=+\frac{e^2}{2}(1-\xi)\int_pdx_\mu\int_qdy_\nu\,\frac{\partial}{\partial x_\mu}\frac{\partial}{\partial y_\nu}G(x-y)\nonumber\\
&=\frac{e^2}{2}(1-\xi)\big[G(B_p-B_q)-G(B_p-A_q)-G(A_p-B_q)+G(A_p-A_q)\big].
\label{g}
\end{align}
Now fix $p$ and sum over $q$. For any fixed point $x$,
\[
\sum_q\big[G(x-B_q)-G(x-A_q)\big]=0,
\]
because in a closed loop the end $B_q$ of each side is the start $A_{q+1}$ of the next, so each corner occurs once with each sign. Using this for $x=B_p$ and for $x=A_p$ gives $\sum_qg_{pq}=0$ for each $p$, and the gauge term vanishes at any $T$. The explicit form of $G$ was not used, just that it is single-valued and finite.

For $T/R=20$ and $a/R=0.1$ the groups of pairs contribute, in units of $(1-\xi)\alpha$:
\begin{center}
\begin{tabular}{lr}
long--long exchange & $-0.9524$\\
short--short exchange & $-0.0004$\\
long sides with themselves & $1.6865$\\
short sides with themselves & $0.7345$\\
long--short pairs & $-1.4682$
\end{tabular}
\end{center}
The sum is $2.4210-2.4210=0$. These values come from double integrals over the sides and were tested, pair by pair, against (\ref{g}). Apart from the short--short exchange, the separate entries are of order one, so the cancellation is a property of the whole closed curve and not of any one pair.

If one short side is removed, the curve has a start $A$ and an end $B$ at distance $R$. The inner corners still cancel, and (\ref{g}) applies to the curve as a whole:
\[
\frac{e^2}{2}(1-\xi)\big[2G(0)-2G(B-A)\big]=(1-\xi)\frac{\alpha}{4\pi}\ln\Big(1+\frac{R^2}{a^2}\Big).
\]
For $a/R=0.1$ this is $\ln(101)/4\pi=0.3673$ in the same units, as the direct integration also gives. An open line is not gauge invariant, and its $\xi$ dependence sits at its two ends.

\section*{Variation 1: the same result in frequency space}

\emph{Compute $L_\xi$ by integrating over the sides before integrating over $k$, and explain why the gauge term cannot grow like $T$.}

Write $w=k_4$. The two time integrals give
\[
\Big|\int_0^Tdt\,e^{iwt}\Big|^2=\frac{4\sin^2(wT/2)}{w^2}.
\]
The spatial integrals are
\[
\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf R}}{\mathbf k^2+w^2}=\frac{e^{-|w|R}}{4\pi R},
\qquad
\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf R}}{(\mathbf k^2+w^2)^2}=\frac{e^{-|w|R}}{8\pi|w|}.
\]
The first is the Yukawa function, and the second follows from it by applying $-d/d(w^2)=-(2w)^{-1}d/dw$ for $w>0$. Therefore
\[
L_\xi=e^2\int_{-\infty}^{\infty}\frac{dw}{2\pi}\,\frac{4\sin^2(wT/2)}{w^2}\Big[\frac{e^{-|w|R}}{4\pi R}-(1-\xi)\,w^2\,\frac{e^{-|w|R}}{8\pi|w|}\Big].
\]
The factor in front is a peak at $w=0$ of height $T^2$, width of order $1/T$ and area $2\pi T$. For large $T$ it acts as $2\pi T\,\delta(w)$ on the first term, which gives $e^2T/(4\pi R)=\alpha T/R$. Long-lived static charges exchange photons of zero frequency, and that is the Coulomb potential.

In the gauge term the numerator $w^2$ cancels the denominator of the peak and leaves the bounded factor $4\sin^2(wT/2)$. What remains is
\[
L_{\rm g}=-(1-\xi)\frac{e^2}{2\pi^2}\,I(T),\qquad I(T)=\int_0^\infty\frac{dw}{w}\sin^2\!\frac{wT}{2}\;e^{-wR}.
\]
Differentiating,
\[
\frac{dI}{dT}=\frac12\int_0^\infty dw\,\sin(wT)\,e^{-wR}=\frac{T}{2(T^2+R^2)},
\]
and since $I(0)=0$, $I=\frac14\ln(1+T^2/R^2)$. With $e^2/2\pi^2=2\alpha/\pi$ this reproduces (\ref{Lg}).

\section*{Variation 2: the potential from the whole loop}

\emph{Keep the regulator $a$, include all pairs of sides, and find $V=-d\ln W/dT$ with its leading correction at large $T$.}

By (d) the gauge term is absent, so the $\delta_{\mu\nu}$ part is enough, and in it perpendicular sides do not couple. Define
\[
F(\ell,c)=\frac1\pi\Big[\frac{2\ell}{c}\arctan\frac{\ell}{c}-\ln\Big(1+\frac{\ell^2}{c^2}\Big)\Big],
\qquad
\frac{\partial F}{\partial\ell}=\frac{2}{\pi c}\arctan\frac{\ell}{c}.
\]
In the derivative, the term from differentiating the arctangent cancels the one from the logarithm. By (\ref{Ld}), two antiparallel sides of length $\ell$ at regulated distance $c$ contribute $+\alpha F(\ell,c)$. A side with itself is counted once and with parallel directions, so it contributes $-\frac{\alpha}{2}F(\ell,a)$. With $b=\sqrt{R^2+a^2}$,
\[
\ln W=\alpha\big[F(T,b)-F(T,a)+F\big(R,\sqrt{T^2+a^2}\big)-F(R,a)\big].
\]
For large $T$,
\[
\frac{2}{\pi c}\arctan\frac Tc=\frac1c-\frac{2}{\pi T}+\frac{2c^2}{3\pi T^3}+\dots
\]
The $1/T$ terms of the first two contributions cancel, which leaves $\frac1b-\frac1a+\frac{2(b^2-a^2)}{3\pi T^3}$ with $b^2-a^2=R^2$. The exchange between the short sides is $F\simeq R^2/(\pi T^2)$, with derivative $-2R^2/(\pi T^3)$. The last term does not depend on $T$. Altogether
\begin{equation}
V=\frac{\alpha}{a}-\frac{\alpha}{\sqrt{R^2+a^2}}+\frac{4\alpha R^2}{3\pi T^3}+\dots
\label{full}
\end{equation}
The first term is the self-energy of the two sources. It diverges as $a\to0$ but does not depend on $R$, so it exerts no force. The second tends to $-\alpha/R$.

For $a/R=0.1$, the slope of $\ln W$ between $T/R=20$ and $21$ gives $V=9.00501$ in units of $\alpha/R$ for $\xi=0$, $1$ and $3$ alike. Subtracting $\alpha/a=10$ leaves $-0.99499$. The limit is $-1/\sqrt{1.01}=-0.99504$, and the correction in (\ref{full}) at $T/R=20.5$ is $0.424/8615=0.00005$, which accounts for the difference.

The exchange between the long sides alone has the slopes $-0.9485$, $-0.9640$ and $-0.9950$ for $\xi=0$, $1$, $3$. These slopes include the regulator, so their limit is $-0.99504$. Differentiating (\ref{Ld}) and (\ref{Lg}) with the distance $R$ replaced by $b$, the deviation from that limit is about $(3-\xi)R/(\pi T)$ in these units, which is $0.047$, $0.031$ and $0$ at $T/R=20.5$. In the slope, the whole loop thus removes both the $\xi$ dependence and the slow $1/T$ correction. The ratio $-\ln W/T$ is also independent of $\xi$, but it keeps a correction of order $1/T$, because $\ln W$ at large $T$ contains a constant besides the term proportional to $T$. The numerical output that follows gives these values in full.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha = 0.007297353
separation R = 0.1 nm
Estimate -L/T from long-side exchange, in units of alpha/R:
 T/R =      10: xi=0: -0.71619, xi=1: -0.78965, xi=3: -0.93655
 T/R =     100: xi=0: -0.94966, xi=1: -0.96432, xi=3: -0.99363
 T/R =    1000: xi=0: -0.99277, xi=1: -0.99497, xi=3: -0.99936
 T/R =   10000: xi=0: -0.99906, xi=1: -0.99935, xi=3: -0.99994
Gauge part of ln W, in units of (1-xi)*alpha, T/R=20, a/R=0.1:
 long-long exchange: -0.952389
 short-short exchange: -0.000397
 self-terms, long sides: 1.686511
 self-terms, short sides: 0.734519
 long-short pairs: -1.468244
 sum over closed loop, rounded to 6 digits: 0.000000
 loop with one short side removed: 0.367260
Slope between T/R=20 and 21, in units of alpha/R:
 xi=0: full loop 9.00501, less self-energy -0.99499, exchange only -0.94851
 xi=1: full loop 9.00501, less self-energy -0.99499, exchange only -0.96400
 xi=3: full loop 9.00501, less self-energy -0.99499, exchange only -0.99499
 self-energy of both sources, alpha/a: 10.00000
 regulated exchange limit -alpha/sqrt(R^2+a^2): -0.99504
Limiting potential -alpha/R at R = 0.1 nm: -14.39965 eV
\end{verbatim}
